The Humphrey–Linke Energy and the Carnot Limit of Thermoelectric Transport

**The form of the answer**

Two electron reservoirs, hot (H) and cold (C), have temperatures T_H > T_C and electrochemical potentials μ_H and μ_C. We seek the energy E₀ at which their states are equally occupied. The occupation of a state depends on its energy only through (E − μ)/(kT), where k is Boltzmann's constant. Four symmetries restrict E₀.

First, moving the zero of energy shifts E₀, μ_H and μ_C together, so E₀ − μ_H depends on the potentials only through Δ = μ_C − μ_H. Second, multiplying both temperatures by one factor divides both arguments (E − μ)/(kT) by that factor. Equal arguments stay equal, so only the ratio T_C/T_H can enter. Third, reversing the signs of E, μ_H and μ_C together also keeps equal arguments equal, so E₀ − μ_H changes sign with Δ. Dimensions then require

E₀ − μ_H = Δ φ(T_C/T_H). (1)

Fourth, the labels H and C may be exchanged, which reverses Δ and gives E₀ − μ_C = −Δ φ(T_H/T_C). Subtracting this from (1), and using μ_C − μ_H = Δ, gives

φ(r) + φ(1/r) = 1. (2)

Symmetry goes no further. The function φ follows from setting the two arguments equal, which is justified because the Fermi distribution falls strictly as its argument rises.

**Equal occupation**

The occupation of reservoir j is

f_j(E) = 1/[exp(x_j) + 1], x_j = β_j(E − μ_j), β_j = 1/(kT_j). (3)

Since f_j falls strictly as x_j rises, equal occupations require equal arguments:

(E₀ − μ_H)/T_H = (E₀ − μ_C)/T_C. (4)

Multiplying by T_H T_C gives E₀T_C − μ_H T_C = E₀T_H − μ_C T_H. Collecting the terms in E₀,

E₀ = (μ_C T_H − μ_H T_C)/(T_H − T_C). (5)

This energy is unique because (4) is linear and T_H ≠ T_C. Subtracting each potential in turn gives

A ≡ E₀ − μ_H = T_H Δ/(T_H − T_C), E₀ − μ_C = T_C Δ/(T_H − T_C). (6)

Hence φ(r) = 1/(1 − r). It obeys (2), since 1/(1 − 1/r) = −r/(1 − r). With the Carnot efficiency η_C = 1 − T_C/T_H, the first relation reads A = Δ/η_C.

Now write E = E₀ + ε. The arguments are equal at ε = 0, so

x_C − x_H = (β_C − β_H)ε. (7)

The bracket is positive because the cold reservoir has the larger β. Define g = f_H − f_C. For ε > 0 we have x_C > x_H, hence f_C < f_H and g > 0. For ε < 0, g is negative. Net flow therefore runs from hot to cold above E₀ and from cold to hot below it.

**One electron at one energy**

Take μ_C > μ_H, so that Δ > 0 and an electron going from hot to cold climbs in electrochemical potential. At fixed volume, a reservoir that loses energy E and one electron loses heat E − μ. The hot side thus gives up E − μ_H, the cold side receives E − μ_C, and the difference Δ is available as electrical work. For ε > 0 the efficiency is

η(E) = Δ/(E − μ_H) = Δ/(A + ε) = η_C/(1 + ε/A). (8)

The entropy produced by the transfer is

(E − μ_C)/T_C − (E − μ_H)/T_H = ε(1/T_C − 1/T_H), (9)

by (7) multiplied by k. It vanishes at E₀. There, however, the net flow vanishes too: work and heat are both zero, and their ratio is undefined. Carnot efficiency is a limit as ε → 0 from above, not the efficiency of a running device at E₀.

The same result can be read at fixed level energy E. Increasing the opposing potential difference Δ moves E₀ upward until it meets the level. By (6) this happens at

Δ_stop = (E − μ_H)(1 − T_C/T_H). (10)

At this open-circuit condition the current stops, and the efficiency tends to η_C as Δ approaches Δ_stop from below. This holds for transport at a single energy. A level of finite width still passes heat when its net current is zero, so its efficiency falls to zero at open circuit.

**A general elastic conductor**

Let the reservoirs be joined by a phase-coherent, elastic conductor whose electrons interact at most through a mean field. Let τ(E) be its transmission, summed over channels but not over spin. With two spins, the Landauer expression for the electron flow from hot to cold is (2/h)∫τ g dE. Define

N = ∫τ g dE, X = ∫τ ε g dE. (11)

Since g has the sign of ε, the integrand of X is nowhere negative. The heat current from the hot reservoir and the electrical power are

Q_H = (2/h)∫τ(E − μ_H)g dE = (2/h)(AN + X), P = (2/h)ΔN, (12)

where E − μ_H = A + ε was used. For a generator, N > 0. Dividing and inserting Δ = η_C A,

η = ΔN/(AN + X) = η_C/[1 + X/(AN)]. (13)

By (9), the rate of entropy production is (2/h)(1/T_C − 1/T_H)X. If X were zero, τ would have to vanish everywhere except at E₀, apart from energies of zero total measure. Then N would be zero as well. A generator of nonzero power in this model therefore has η < η_C.

The ratio X/N has a direct meaning. If Ē = ∫τ E g dE/N is the energy carried per net electron, then X/N = Ē − E₀. With the reservoirs held fixed, so that A is constant, Carnot efficiency is approached if and only if this difference tends to zero.

**Why the exchange must concentrate at E₀**

Ē is an average with weights of both signs, so it could lie near E₀ by cancellation. To exclude this, count the exchange at each energy without its sign:

M = ∫τ|g| dE, m = (1/M)∫τ|ε||g| dE. (14)

Here m is the mean distance from E₀ at which net exchange takes place. Because εg = |ε||g|, we have X = mM. Also N ≤ M, so X/N ≥ m, and (13) gives

η ≤ η_C/(1 + m/A). (15)

Approaching η_C thus forces m → 0 when the reservoirs are held fixed. This is the precise sense in which transport must take place only at E₀. The condition is necessary but not sufficient: X/N = m(M/N), and M/N may grow as m shrinks. A case of this kind appears below.

The inequality was tested with the reservoirs of the worked example and 200 random transmissions, each constant within 40 energy intervals between −1 and 3 meV. Of these, 123 generated power, and all 123 satisfied (15).

The concentration also removes the power. Suppose τ ≤ n, where n is the number of channels. The slope of g is a difference of two positive terms, β_C f_C(1 − f_C) − β_H f_H(1 − f_H), neither larger than β_C/4. Hence |g| ≤ β_C|ε|/4. Split M at |ε| = a. The inner part is at most (nβ_C/4)∫|ε|dε from −a to a, which is nβ_C a²/4. In the outer part |ε|/a > 1, so that part is at most mM/a. Choosing a = 2m,

M ≤ nβ_C m² + M/2, so N ≤ M ≤ 2nβ_C m². (16)

For a bounded number of channels and fixed reservoirs, power therefore vanishes at least as fast as m² when η → η_C.

**How narrow, and where?**

Near E₀ we need the expansion of g. Since df/dE = −βf(1 − f), and both occupations equal f₀ at E₀,

b ≡ g′(E₀) = f₀(1 − f₀)(β_C − β_H). (17)

A further derivative gives f″ = β²f(1 − f)(1 − 2f). Therefore g ≈ bε + cε², with

c = ½f₀(1 − f₀)(1 − 2f₀)(β_H² − β_C²) = −(b/2)(1 − 2f₀)(β_C + β_H). (18)

Consider a filter with τ = 1 in a window of width w centred at E₀ + d, and τ = 0 elsewhere. Over the window ∫ε dε = wd and ∫ε² dε = w(d² + w²/12). To the orders needed,

N ≈ w[bd + c(d² + w²/12)], X ≈ wb(d² + w²/12). (19)

If the c term in N is small compared with bd, then

X/N ≈ d + w²/(12d). (20)

The first term is the loss from working above E₀. The second comes from the spread of energies within the window. Setting the derivative 1 − w²/(12d²) to zero gives the best offset and the smallest loss at fixed width:

d = w/√12, X/N = w/√3. (21)

The efficiency tends to η_C as w → 0 along this path. The window then reaches below E₀, since d < w/2, and includes a little reverse flow.

Centring the window on E₀ gives a different limit. With d = 0 the linear term cancels from N, and both N and X are of order w³:

X/N → b/c = −2/[(1 − 2f₀)(β_C + β_H)]. (22)

For Δ > 0, E₀ lies above both potentials by (6), so f₀ < ½ and c < 0. Hence N < 0: the narrow filter consumes power, although m → 0. The offset and the width must go to zero together in such a way that d + w²/(12d) → 0. If instead d = sw², with the constant s large enough to keep N positive, (19) gives X/N → b/(12sb + c), which is not zero. This is a generator whose exchange concentrates at E₀ while its efficiency stays below η_C.

**A resonance with tails**

A single level coupled equally to both reservoirs, with a coupling that does not depend on energy, has a Lorentzian transmission. With full width Γ at half maximum,

τ = (Γ/2)²/[(ε − d)² + (Γ/2)²]. (23)

Its area is πΓ/2. For Γ ≪ d, and d well below the thermal energies, the peak contributes (πΓ/2)bd to N and (πΓ/2)bd² to X. Far from the peak τ ≈ Γ²/(4ε²), so the tails add to X

(Γ²/4)∫(g/ε)dε = (Γ²/4)bK, K ≡ (1/b)∫(g/ε)dε. (24)

This integral is finite, because g/ε → b at E₀ and g decays exponentially at both ends. The tail correction to N is of higher order here. Dividing X by N,

X/N ≈ d + ΓK/(2πd). (25)

The minimum lies at

d = √[ΓK/(2π)], X/N = 2√[ΓK/(2π)]. (26)

For small Γ the efficiency loss at the best offset is thus proportional to √Γ, whereas for the sharp-edged window it is proportional to w. The tails admit exchange far from E₀, and moving the level closer to E₀ suppresses the useful current faster than that exchange.

**The reverse operation and other limits**

For μ_C < E < E₀, g is negative and electrons flow from cold to hot. Each takes heat E − μ_C > 0 from the cold reservoir, while the applied potential difference supplies work Δ. The coefficient of performance is

(E − μ_C)/Δ → (E₀ − μ_C)/Δ = T_C/(T_H − T_C), (27)

as E → E₀ from below, by (6). This is the Carnot value for refrigeration. The cooling power vanishes in the same limit.

If μ_C < μ_H, then (6) places E₀ below both potentials. Electrons flowing from cold to hot below E₀ now gain electrochemical potential, and each removes heat μ_H − E from the hot side. The efficiency (μ_H − μ_C)/(μ_H − E) again tends to η_C at E₀. This is the hole version of the generator.

If Δ = 0, E₀ equals the common potential and no work is done. If T_H → T_C at fixed Δ ≠ 0, E₀ moves to infinite distance from the potentials: at equal temperatures, unequal potentials give unequal occupations at every finite energy.

**Worked example: a dot in an InSb nanowire**

Take T_H = 2 K, T_C = 1 K, μ_H = 0 and μ_C = 0.2 meV. Then

E₀ = (0.2 × 2 − 0 × 1)/(2 − 1) = 0.4 meV = 6.41 × 10⁻²³ J. (28)

The Carnot efficiency is 1 − 1/2 = 50%. At E₀ an electron takes 0.4 meV from the hot side and delivers 0.2 meV to the cold side. The thermal energies are 0.1723 and 0.0862 meV, so f₀ = 1/[exp(0.4/0.1723) + 1] = 0.0894. Equation (17) then gives b = 0.472 per meV.

A window of width 0.001 meV has its best offset at 0.001/√12 = 0.00029 meV. By (21) X/N = 0.00058 meV, and (13) gives η = 50%/(1 + 0.00058/0.4) = 49.93%. A narrow window centred on E₀ instead has Ē = 0.260 meV, from (22). It draws 0.260 − 0.200 = 0.060 meV of heat from the cold side per net electron, at a cost of 0.2 meV of work. It is a refrigerator with coefficient 0.30, well below the Carnot value of 1.

Now let the filter be a dot level with Γ = 0.002 meV. With Γ and the reservoirs held fixed, the full integrals over (23) give:

d = 0.200 meV: 4.87 pA, 0.973 fW, 33.0%
d = 0.100 meV: 5.28 pA, 1.057 fW, 39.4%
d = 0.050 meV: 3.81 pA, 0.762 fW, 43.3%
d = 0.020 meV: 1.80 pA, 0.361 fW, 44.7%
d = 0.010 meV: 0.88 pA, 0.176 fW, 42.7%

The currents are magnitudes. At d = 0.050 meV the power is 0.2 mV × 3.81 pA = 0.762 fW, and the heat drawn is 0.762/0.433 = 1.76 fW. Among the listed offsets, power is largest at 0.100 meV and efficiency at 0.020 meV. The efficiency falls again at 0.010 meV because the tails matter more as d shrinks. The tail term in (25), which grows as 1/d, accounts for about two thirds of the fall (45.1% to 43.8%). The rest arises because the tails also reduce the net current, by about 18% at this offset, an effect that (25) neglects.

For this case K = 1.467 meV. Equation (26) predicts a best offset of √(0.002 × 1.467/2π) = 0.0216 meV and an efficiency of 50%/(1 + 0.0432/0.4) = 45.1%. The full integrals give 0.0234 meV and 44.7%. With Γ ten times smaller the best efficiency is 48.3%; with Γ ten times larger it is 34.0%. For the largest width (26) would give 37.3%, so the small-width law is then only a rough guide.

**The model beside a real dot**

InSb suits an energy filter because its light electrons give widely spaced dot levels. Rough typical values are an effective mass of 0.014 electron masses, a gap of about 0.24 eV (entered in the program as 235 meV), a relative permittivity of 17 and a sound speed of 2300 m/s. The dot is idealized as a hard-walled box 80 nm long and 60 nm on each side; these dimensions and Γ are chosen, not taken from a particular device. The first level spacing is about 13 meV for a parabolic band, and about 11 meV when the kinetic energy q is replaced by the solution u of u(1 + u/gap) = q. At d = 0.050 meV the occupation difference at the next level is more than twenty powers of ten smaller than at the first, so transport at the centre of the next resonance is negligible. What remains is its Lorentzian tail at thermal energies. In a phase-coherent conductor this tail interferes with transmission through the first level. With this one level added, and for the same Γ and equal coupling strengths, the current at this offset changes by about 0.2%, up or down according to the relative signs of the couplings. Further levels can add changes of similar size.

Coulomb repulsion is a larger correction. A sphere of the same volume has radius 41 nm and charging energy e²/(4πε₀ε_r R) ≈ 2.1 meV, about twelve times kT_H. This sets only the scale: two electrons in the lowest state of the box repel each other with about 3.9 meV at the same permittivity. Both estimates fill all space with the permittivity of InSb. In a real wire the surroundings decide the value: a lower permittivity outside raises it (the same sphere in vacuum gives 35 meV), and nearby gates screen it. With either value, or any other well above kT_H, double occupation is rare. In sequential tunnelling, let F = f_H + f_C at the level, and let p₀ and p₁ be the probabilities of an empty and a singly occupied dot. With equal couplings, two spins can enter but only one electron can leave, so 2Fp₀ = (2 − F)p₁. With p₀ + p₁ = 1,

p₀ = (2 − F)/(2 + F), p₁ = 2F/(2 + F). (29)

In units of the tunnelling rate per spin and lead, the flow from the hot side is 2f_H p₀ − (1 − f_H)p₁ = 2g/(2 + F). Without repulsion it is g. At d = 0.050 meV, F = 0.12, and the current is reduced by the factor 2/2.12 = 0.94. Rate equations with the finite charging energy give 0.943. Their efficiency is 44.4%, the single-energy value 50%/(1 + 0.05/0.4). It exceeds the 43.3% above because these rate equations omit the Lorentzian tails, not because charging helps.

The assumption that fails most severely is that electrons alone carry heat. If the lattice ends are also at 2 K and 1 K, one fully transmitted phonon mode carries (k²T²/h)∫y dy/(eʸ − 1) = π²k²T²/(6h) from each end, with y from 0 to ∞. For the four lowest modes the net heat flow is

Q_ph = 4π²k²(T_H² − T_C²)/(6h) = 5.7 pW. (30)

This is roughly three thousand times the electronic heat of 1.76 fW. The efficiency at d = 0.050 meV drops from 43.3% to about 0.762 fW/5.7 pW, or roughly 0.01%. The estimate is not a bound. Scattering lowers the flow, while higher modes, which open near 0.9 K in a wire of this width for the assumed sound speed, and somewhat lower for slower shear waves, raise it. If every mode of a smooth wire 60 nm on each side were fully transmitted at the sound speed used here, the flow would be of order 100 pW and the efficiency only about 0.001%. If only the electrons are heated and the lattice has one temperature, Q_ph is absent, but the hot electrons then lose heat to the lattice, a loss not calculated here. Equation (13) describes the electronic part of the conversion. A device approaches it only if the other heat paths are small compared with Q_H, a condition that becomes harder to meet as the power falls towards the Carnot limit. The numerical output lists most of the values used in this example.

Table of computed values

```
Hot and cold temperatures: 2.0, 1.0 K
Hot and cold potentials: 0.000, 0.200 meV
Thermal energies hot, cold: 0.17235, 0.08617 meV
Equal-occupation energy E0: 0.4000 meV = 6.4087e-23 J
Heat per electron at E0, hot and cold: 0.4000, 0.2000 meV
Common occupation at E0: 0.08941
Slope b of occupation difference at E0: 0.47238 per meV
Carnot efficiency: 50.00 %
Carnot refrigerator coefficient: 1.000
Refrigerator shortfall at offset -0.001 meV: 0.00500
Random generators tested against bound: 123 of 200
Centred 0.002 meV box, mean transported energy: 0.26008 meV
Centred narrow-box limit of that energy: 0.26008 meV
Box of width 0.001 meV, best offset: 0.000289 meV
Same box, best efficiency: 49.928 %
Lorentzian tail length K: 1.46735 meV
Resonance full width for next rows: 0.0020 meV
Offset 0.200 meV: I=4.8661 pA, P=0.97322 fW, efficiency=33.028 %
Offset 0.100 meV: I=5.2846 pA, P=1.05692 fW, efficiency=39.447 %
Offset 0.050 meV: I=3.8095 pA, P=0.76190 fW, efficiency=43.320 %
Offset 0.020 meV: I=1.8033 pA, P=0.36065 fW, efficiency=44.682 %
Offset 0.010 meV: I=0.8785 pA, P=0.17569 fW, efficiency=42.661 %
Full width 0.0002 meV: best offset=0.00701 meV, efficiency=48.308 %
Full width 0.0020 meV: best offset=0.02342 meV, efficiency=44.746 %
Full width 0.0200 meV: best offset=0.08824 meV, efficiency=34.034 %
Rough InSb mass ratio, gap: 0.014, 235 meV
Rough relative permittivity, sound speed: 17, 2300 m/s
Dot length and side: 80, 60 nm
Level spacing, parabolic: 12.59 meV
Level spacing, nonparabolic: 10.53 meV
Next-level/first-level occupation difference: 1.34e-26
Equivalent sphere radius: 40.97 nm
Charging energy estimate: 2.068 meV
Neglected-effect rows use offset: 0.050 meV
Current ratio with/without charging: 0.9432
Sequential efficiency with charging: 44.444 %
Electronic heat drawn from hot side: 1.7588 fW
Four-mode phonon heat flow: 5.679 pW
Phonon/electronic heat ratio: 3228.7
Efficiency including phonon heat: 0.01341 %
Estimated threshold of higher phonon modes: 0.92 K
```
